Thermal Franck–Condon line weights and their Gaussian limit

When a molecule absorbs light, its electrons change state while its nuclei have hardly moved. If the new electronic state has a different equilibrium geometry, the nuclei find themselves displaced and start to vibrate. The spectrum then shows a series of lines, one for each number of vibrational quanta gained or lost. In a cold molecule the vibration can only gain quanta. In a warm one it may also lose some, and many initial levels contribute to the same line. How strong is each line at temperature T, and when does the series take on the shape of a Gaussian band?

**Setting and assumptions**

Units are Hartree atomic units, so ħ = 1. One vibrational coordinate Q with mass μ takes part. The assumptions are:

(a) Both electronic states have harmonic potentials of the same frequency ω, with minima at Q = 0 (lower state) and Q = d (upper state).
(b) The electronic transition moment does not depend on Q (Condon approximation).
(c) The lower vibrational levels m = 0, 1, 2, … have Boltzmann populations P_m.

Let E₀₀ be the energy difference between the two vibrational ground states. Both ladders have spacing ω, so the transition m → n lies at E₀₀ + (n − m)ω. All transitions with the same p = n − m coincide, and their joint weight is

W_p = Σ_m P_m |⟨m+p; upper | m; lower⟩|²,  (1)

where terms with m + p < 0 are absent. The photon-frequency factor in the absorption strength is left out. Define

S = μωd²/2,  x = ω/(2kT),  n̄ = 1/(e^{2x} − 1),  σ² = S coth x.

S is the Huang–Rhys factor and n̄ the mean thermal quantum number. At Q = 0 the upper potential lies μω²d²/2 = Sω above its minimum. The zero-point energies are equal, so the vertical transition energy is E₀₀ + λ with λ = Sω.

**Theorem**

For d ≠ 0, T > 0 and every integer p,

W_p = exp(−S coth x + p x) I_p(S csch x),  (2)

where I_p is the modified Bessel function. Furthermore, with z = (p − S)/σ and φ(z) = e^{−z²/2}/√(2π),

|σW_p − φ(z)| ≤ (3√π/4)(π²/2)^{5/2}/(48πσ²) + S/(3πσ³) + erfc(πσ/√2)/√(2π)  (3)

for all p. Since coth x > 1, we have S < σ² and S/σ³ < 1/σ. The right side therefore vanishes as σ → ∞, and

W_p ≈ exp[−(p − S)²/(2S coth x)] / √(2πS coth x).  (4)

Strong coupling, S → ∞, is sufficient at any temperature. The condition itself is S coth x ≫ 1, which, within the harmonic model, heating can also meet at small S.

**Lemma 1: the upper states are displaced lower states**

Let a = √(μω/2) Q + iP/√(2μω) be the lowering operator of the lower state, with [a, a†] = 1 and N = a†a. Replacing Q by Q − d gives the lowering operator of the upper state,

b = a − α,  α = d√(μω/2),  α² = S.

Define D(γ) = exp(γa† − γ*a), which is unitary with D(γ)† = D(−γ). For real s,

d/ds [D(sγ) a D(sγ)†] = D(sγ) [γa† − γ*a, a] D(sγ)† = −γ,

because [a†, a] = −1. Integrating from s = 0 to 1 gives D(γ) a D(γ)† = a − γ. Hence b = D(α) a D(α)† and b†b = D(α) N D(α)†, so the upper states are D(α)|n⟩. ∎

**Lemma 2: product rule**

D(α)D(β) = D(α + β) exp[(αβ* − α*β)/2].  (5)

Proof. Let [A, B] = c be a number and F(s) = e^{sA}e^{sB}. Since e^{sA}Be^{−sA} = B + sc,

F′(s) = (A + B + sc) F(s),  F(0) = 1.

The solution is F(s) = exp[s(A + B) + s²c/2], so at s = 1

e^A e^B = e^{A+B} e^{c/2}.  (6)

With A = αa† − α*a and B = βa† − β*a,

c = −αβ*[a†, a] − α*β[a, a†] = αβ* − α*β,

which gives (5). ∎

**Lemma 3: thermal average**

Σ_m P_m ⟨m|D(γ)|m⟩ = exp[−|γ|²(n̄ + ½)].  (7)

Proof. Put A = γa† and B = −γ*a in (6). Now c = −|γ|²[a†, a] = |γ|², so

D(γ) = e^{−|γ|²/2} e^{γa†} e^{−γ*a}.

Repeated lowering gives

e^{−γ*a}|m⟩ = Σ_k [(−γ*)^k/k!] √(m!/(m−k)!) |m−k⟩,

and similarly

⟨m|e^{γa†} = Σ_k [γ^k/k!] √(m!/(m−k)!) ⟨m−k|.

Write y = |γ|² and C(m,k) for the binomial coefficient. The product of the two series is

⟨m|D(γ)|m⟩ = e^{−y/2} Σ_k C(m,k)(−y)^k/k!.

The populations are P_m = (1 − q)q^m with q = e^{−2x}. Differentiating the geometric series k times and multiplying by q^k/k! yields Σ_m C(m,k)q^m = q^k/(1 − q)^{k+1}. Therefore

Σ_m P_m C(m,k) = [q/(1 − q)]^k = n̄^k.

The sums over m and k may be exchanged, because with −y replaced by +y all terms are positive and the double sum is e^{n̄y}, which is finite. With the actual sign the double sum is e^{−n̄y}, and the factor e^{−y/2} completes (7). ∎

**Proof of the Bessel formula**

Collect the weights in the generating function

G(θ) = Σ_p W_p e^{ipθ} = Σ_m P_m Σ_n |⟨n|D(α)†|m⟩|² e^{i(n−m)θ}.

The sum over n is complete, and e^{−iθN}|m⟩ = e^{−imθ}|m⟩, so

G(θ) = Σ_m P_m ⟨m| D(α) e^{iθN} D(α)† e^{−iθN} |m⟩.

Since e^{iθN}a†e^{−iθN} = e^{iθ}a†, the last three operators combine to D(−αe^{iθ}). Apply (5) with β = −αe^{iθ}:

(αβ* − α*β)/2 = S(e^{iθ} − e^{−iθ})/2 = iS sin θ,

|α + β|² = S|1 − e^{iθ}|² = 2S(1 − cos θ).

Now apply (7) and use 2n̄ + 1 = (1 + q)/(1 − q) = coth x:

G(θ) = exp[−S coth x (1 − cos θ) + iS sin θ].  (8)

Writing cos θ and sin θ as exponentials, the coefficient of e^{iθ} in the exponent is

S(coth x + 1)/2 = S(cosh x + sinh x)/(2 sinh x) = (S csch x/2) e^{x},

and that of e^{−iθ} is S(coth x − 1)/2 = (S csch x/2) e^{−x}. With w = S csch x and u = e^{x+iθ},

G(θ) = e^{−S coth x} exp[(w/2)(u + 1/u)].

Multiplying the series of e^{wu/2} and e^{w/(2u)} gives

exp[(w/2)(u + 1/u)] = Σ_{j,k} (w/2)^{j+k} u^{j−k}/(j! k!) = Σ_p I_p(w) u^p,

where setting j = k + p produces

I_p(w) = Σ_k (w/2)^{2k+p}/[k!(k+p)!],  k ≥ max(0, −p).

This is the series of the modified Bessel function. Since u^p = e^{px}e^{ipθ}, the coefficient of e^{ipθ} in G is (2). Both Fourier series converge absolutely, so their coefficients agree. ∎

**Remark 1: what the weights say**

Setting θ = 0 in (8) gives ΣW_p = 1. Expanding the logarithm,

ln G = iSθ − S coth x θ²/2 − iSθ³/6 + …,  (9)

shows that p has mean S and variance S coth x. In this model heating broadens the band without moving its mean, which stays at the vertical energy E₀₀ + λ.

Exchanging j and k in the series shows I_{−p} = I_p. Hence

W_{−p} = e^{−2px} W_p = e^{−pω/(kT)} W_p,  (10)

which is detailed balance between losing and gaining p quanta.

As T → 0, coth x → 1 and (8) tends to exp[S(e^{iθ} − 1)]. Its coefficients are W_p = e^{−S}S^p/p! for p ≥ 0 and zero for p < 0. This is the Poisson law of a molecule that starts in its vibrational ground state.

**Proof of the Gaussian limit**

The coefficient of e^{ipθ} is recovered by

W_p = (1/2π) ∫_{−π}^{π} G(θ) e^{−ipθ} dθ.

Set θ = v/σ and separate the linear part of the phase, Sv/σ − pv/σ = −zv:

σW_p = (1/2π) ∫_{−πσ}^{πσ} e^{−A+iB} e^{−izv} dv,

A = σ²[1 − cos(v/σ)],  B = S[sin(v/σ) − v/σ].

The Gaussian has the matching form φ(z) = (1/2π)∫e^{−v²/2−izv}dv over the whole line. Three elementary bounds control the difference for |v| ≤ πσ:

- On |θ| ≤ π, |sin(θ/2)| ≥ |θ|/π by concavity of the sine on [0, π/2]. So 1 − cos θ = 2 sin²(θ/2) ≥ 2θ²/π², and A ≥ 2v²/π².
- From 0 ≤ θ²/2 − (1 − cos θ) ≤ θ⁴/24 follows 0 ≤ v²/2 − A ≤ v⁴/(24σ²).
- From |sin θ − θ| ≤ |θ|³/6 follows |B| ≤ S|v|³/(6σ³).

Now split the difference of the integrands:

e^{−A+iB} − e^{−v²/2} = e^{iB}(e^{−A} − e^{−v²/2}) + e^{−v²/2}(e^{iB} − 1).

Because 1 − e^{−t} ≤ t for t ≥ 0, the first term is at most e^{−A}(v²/2 − A) in magnitude. The second is at most e^{−v²/2}|B|. Hence

|e^{−A+iB} − e^{−v²/2}| ≤ e^{−2v²/π²} v⁴/(24σ²) + e^{−v²/2} S|v|³/(6σ³).

Extending the integrals of these positive bounds to the whole line can only increase them. The values needed are

∫v⁴e^{−2v²/π²}dv = (3√π/4)(π²/2)^{5/2},  ∫|v|³e^{−v²/2}dv = 4.

Division by 2π gives the first two terms of (3). The part of the Gaussian integral with |v| > πσ contributes at most (1/2π)√(2π) erfc(πσ/√2), which is the third term. ∎

**Remark 2: skewness**

The correction from B ≈ −Sv³/(6σ³) is of order S/σ³, while the other corrections, listed below, are of order 1/σ². Their ratio is S/σ = √(S tanh x), so B gives the largest correction when S tanh x ≫ 1, for instance as S grows at fixed temperature. For weak coupling at high temperature it does not. Under the integral v³ acts as (i d/dz)³ = −i d³/dz³, so the correction to φ is

(−iS/(6σ³))(−iφ‴) = −Sφ‴/(6σ³).

With φ′ = −zφ, φ″ = (z² − 1)φ and φ‴ = (3z − z³)φ,

σW_p ≈ φ(z)[1 + S(z³ − 3z)/(6σ³)].  (11)

The neglected terms include v⁴/(24σ²) from A, B²/2, and a fifth-order phase of size S|v|⁵/(120σ⁵). Since S < σ², they are of order 1/σ² or smaller.

**Remark 3: where the Gaussian fails**

The bound (3) limits the error of σW_p relative to a curve of peak height 1/√(2π) ≈ 0.40. It does not limit the relative error in the wings, where W_p is itself tiny. Detailed balance shows the failure. In (4),

[(p + S)² − (p − S)²]/(2S coth x) = 4pS/(2S coth x) = 2p tanh x,

so the Gaussian ratio of line −p to line p is e^{−2p tanh x} instead of e^{−2px}. Since tanh x < x, it makes the loss lines too strong compared with the gain lines. The discrepancy in the exponent, 2p(x − tanh x), grows with p however large S may be.

**Remark 4: the band in energy**

Equation (4) describes the heights of discrete lines. Let each line be broadened into a Gaussian whose full width at half maximum is about 2ω or more but much less than σω. A width of only ω still leaves the lines visible as a ripple, and other line shapes may need a larger width. The lines then merge into a smooth band centred at E₀₀ + λ with, to leading order,

standard deviation = ω√(S coth x),  full width at half maximum = 2√(2 ln 2) ω√(S coth x).  (12)

For kT ≫ ω, coth x ≈ 1/x = 2kT/ω, and the variance becomes ω²S(2kT/ω) = 2λkT. The frequency then enters only through λ.

Assumption (a) carries much of this. If the upper frequency were ω′ ≠ ω, the line positions would depend on nω′ − mω, and lines of equal p would no longer coincide. Strong coupling and strong heating also strain the harmonic assumption. The mean of p is S and the mean initial level is n̄, so the mean final level is S + n̄. At such levels a real potential may be noticeably anharmonic.

**Worked example**

Take the round model parameters μ = 20000 electron masses, ω = 0.001 hartree, d = 1 bohr and T = 300 K. Then

S = 20000 × 0.001 × 1²/2 = 10,  λ = 10 × 0.001 = 0.01 hartree.

With kT = 9.500 × 10⁻⁴ hartree,

x = 0.001/(2 × 9.500 × 10⁻⁴) = 0.5263,  coth x = 2.0724,

σ² = 10 × 2.0724 = 20.72,  σ = 4.552,  S csch x = 18.15.

The numerical check obtains the weights from definition (1), by diagonalizing both vibrational Hamiltonians on a grid. Over six combinations of shift and temperature they differ from (2) by at most 2.2 × 10⁻¹⁴. Selected weights are:

p = −10: Bessel 2.36 × 10⁻⁶, Gaussian 5.64 × 10⁻⁶
p = 0: Bessel 0.00720, Gaussian 0.00785
p = 10: Bessel 0.08796, Gaussian 0.08763
p = 20: Bessel 0.00833, Gaussian 0.00785
p = 30: Bessel 1.91 × 10⁻⁵, Gaussian 5.64 × 10⁻⁶

The strongest line, p = 10, is reproduced to 0.4% of its weight. In the wings the Gaussian is too large by a factor of 2.4 at p = −10 and too small by a factor of 3.4 at p = 30. Skewness accounts for most of the error at p = 20. There z = 10/4.552 = 2.197 and z³ − 3z = 4.01, so (11) multiplies the Gaussian by

1 + 10 × 4.01/(6 × 4.552³) = 1.071,

which raises 0.00785 to 0.00841, against the Bessel value 0.00833.

Lines with p < 0 carry 0.85% of the total weight. The ratio W_{−5}/W_5 is 0.0052, as (10) requires, while the Gaussian gives 0.0080.

The standard deviation of the band is 4.55 × 10⁻³ hartree. The classical value √(2λkT) = 4.36 × 10⁻³ hartree is 4% smaller, because kT is here only about equal to ω. The Gaussian full width at half maximum is

2√(2 ln 2) × 4.552 × 0.001 = 0.01072 hartree, or about 2350 cm⁻¹.

A smooth curve through the directly summed weights has a width of 0.01064 hartree, so the Gaussian width is 0.7% too large for this envelope of the line heights, whose maximum lies near p = 9.75, slightly below the mean. Line broadening adds to the width: with Gaussian lines of width 2ω the merged band is 0.01083 hartree wide, about 1% more than (12).

At 300 K the largest error of σW_p falls from 0.0104 at S = 10 to 0.00245 at S = 160 and 0.00122 at S = 640. The last fourfold increase of S halves it, as a correction proportional to S/σ³ must do at fixed x. With (11) the error drops from 9.2 × 10⁻⁵ to 2.3 × 10⁻⁵ over the same step, a factor of four, as expected for a remainder of order 1/σ².

Heat alone can also produce the Gaussian. For S = 0.1 and x = 0.001, σ² is about 0.1/0.001 = 100, and the largest error is 5.0 × 10⁻⁴ although the coupling is weak. This case illustrates the harmonic model, not a realistic vibration. The value x = 0.001 means kT = 500ω and n̄ ≈ 500, which needs about 158000 K for ω = 0.001 hartree, or ω ≈ 0.4 cm⁻¹ at 300 K, and assumption (a) cannot be trusted at such levels. With S = 0.1 at 300 K, even a 20 cm⁻¹ mode reaches only σ² ≈ 2.

Computed results

```
mass = 20000 electron masses
omega = 0.0010 hartree
shift d = 1.00 bohr
temperature = 300 K
kT = 9.500435e-04 hartree
x = 0.52629 (dimensionless)
S = 10.0000 (dimensionless)
mean thermal quantum number nbar = 0.53618
coth x = 2.07236
S csch x = 18.15126
lambda = S omega = 0.01000 hartree
sum of directly summed weights = 1.000000000
mean p from direct sum = 10.000000
variance of p from direct sum = 20.723612
S coth x = 20.723612
sigma = 4.55232 quanta
largest |direct - Bessel|, six cases = 2.2e-14
line weights (dimensionless): p, direct, Bessel, Gaussian
 -10 2.3603e-06 2.3603e-06 5.6413e-06
  -5 2.5638e-04 2.5638e-04 3.8465e-04
   0 7.2007e-03 7.2007e-03 7.8497e-03
   5 4.9493e-02 4.9493e-02 4.7943e-02
  10 8.7957e-02 8.7957e-02 8.7635e-02
  15 4.6143e-02 4.6143e-02 4.7943e-02
  20 8.3321e-03 8.3321e-03 7.8497e-03
  25 5.9637e-04 5.9637e-04 3.8465e-04
  30 1.9053e-05 1.9053e-05 5.6413e-06
strongest line p = 10
total weight of lines with p < 0 = 0.008531
W(-5)/W(5), direct sum = 0.005180
W(-5)/W(5), Gaussian = 0.008023
standard deviation = 4.552319e-03 hartree
classical sqrt(2 lambda kT) = 4.358999e-03 hartree
FWHM, Gaussian = 1.071989e-02 hartree
FWHM, Gaussian, converted = 2352.7 cm^-1
FWHM, curve through direct weights = 1.064045e-02 hartree
largest error of sigma*W at 300 K: S, Gaussian, skewed, bound
   1 5.077e-02 2.152e-02 2.657e-01
  10 1.037e-02 1.529e-03 3.426e-02
  40 4.949e-03 3.717e-04 1.138e-02
 160 2.453e-03 9.225e-05 4.250e-03
 640 1.220e-03 2.302e-05 1.765e-03
same errors for S = 0.1, x = 0.001: Gaussian, skewed, bound
     5.016e-04 5.014e-04 4.780e-03
same errors for S = 30, x = 2: Gaussian, skewed, bound
     1.650e-02 1.054e-03 3.366e-02
```
